# Arrhenius Slope of Trap Emission: Depth, Entropy and Capture Barrier

## Definitions and conventions

A trap in n-type silicon holds either no extra electron (empty) or one (filled). Let $f$ be the probability that it is filled, $n$ the density of conduction electrons, $T$ the temperature and $\beta=1/kT$. Energies are in eV. An empty trap captures at the rate $c$ and a filled trap emits at the rate $e$:

$$\frac{df}{dt}=c(1-f)-ef,\qquad c=\sigma v n. \tag{1}$$

This defines the capture cross-section $\sigma$ once the speed is fixed. Here $v=\sqrt{8kT/\pi m_c}$, with $m_c$ the conductivity mass. The electrons are nondegenerate, so $n=N_c\,e^{-\beta(E_c-\mu)}$, where $E_c$ is the band edge, $\mu$ the Fermi level and $N_c\propto T^{3/2}$ the effective density of states.

The level depth must be defined with equal care. If $Z_1$ and $Z_0$ are the partition functions of the filled and empty trap, equilibrium gives $f/(1-f)=(Z_1/Z_0)e^{\beta\mu}$. The depth $\Delta G$ is defined by $e^{\beta\Delta G}=(Z_1/Z_0)e^{\beta E_c}$, so that

$$\frac{f}{1-f}=e^{\beta\Delta G}e^{-\beta(E_c-\mu)}=\frac{n}{N_c}\,e^{\beta\Delta G}. \tag{2}$$

Thus $\Delta G$ is a free energy. It includes the electronic degeneracy and the change of the lattice vibrations on emission. As usual, $\Delta G=\Delta H-T\Delta S$ with $\Delta S=-d\Delta G/dT$.

The quantity read from an Arrhenius plot is

$$E_{\rm app}=-\frac{d}{d\beta}\ln\frac{e}{T^2}. \tag{3}$$

## The emission rate

In equilibrium $df/dt=0$, so (1) gives $e=c(1-f)/f$. Inserting $c=\sigma vn$ and the inverse of (2), the density $n$ cancels:

$$e=\sigma v n\,\frac{N_c}{n}e^{-\beta\Delta G}=\sigma vN_c\,e^{-\beta\Delta G}. \tag{4}$$

In a nondegenerate band the final states are practically empty, so emission is not blocked by other electrons. If other electrons also take no part in the transition itself, equation (4) serves in a depletion layer too, where capture has stopped, provided that the electric field does not change the trap or the escape path. The sizes of the field effects are given below.

The cross-section stands in an emission rate because emission is capture run backwards. At a given temperature and depth $\Delta G$, whatever reduces $\sigma$ reduces the emission rate by the same factor.

## A counter-example

Take an acceptor-like trap, neutral when empty, in the silicon below the oxide of an n-type MOS capacitor. The model parameters are

$$\Delta H=0.30\ \text{eV},\quad \Delta S=2k,\quad \sigma=\sigma_\infty e^{-\beta E_b},\quad E_b=0.10\ \text{eV},\quad \sigma_\infty=10^{-15}\ \text{cm}^2,$$

with doping $10^{15}\ \text{cm}^{-3}$. A filling pulse brings electrons to the trap. The capacitor is then switched into deep depletion and the trap empties as $e^{-et}$. For a trap density far below the doping, the capacitance change is proportional to the trapped charge, so the difference between two sampling times is proportional to

$$S=e^{-et_1}-e^{-et_2}.$$

The pulse is assumed long enough to reach the equilibrium filling $c/(c+e)$, which exceeds 99% at all the peaks below and is set to 1. Then $S$ depends on $T$ through $e$ alone. Since $e$ rises with $T$, the peak of $S(T)$ lies where $dS/de=0$:

$$-t_1e^{-et_1}+t_2e^{-et_2}=0\quad\Rightarrow\quad e=\frac{\ln(t_2/t_1)}{t_2-t_1}. \tag{5}$$

With $t_2=2t_1$ this is $e=\ln2/t_1$. For $t_1=2$ ms the rate is 346.57 s$^{-1}$ and the simulated peak lies at 206.38 K. For $t_1=100$ ms the rate is 6.93 s$^{-1}$ and the peak lies at 177.81 K. Between these two points

$$\Delta\ln\frac{e}{T^2}=\ln50-2\ln\frac{206.38}{177.81}=3.912-0.298=3.614,$$

while $\beta$ changes by $9.035\ \text{eV}^{-1}$. The slope gives

$$E_{\rm app}=\frac{3.614}{9.035}=0.400\ \text{eV}.$$

A fit through six windows also gives 0.400 eV. Yet the depth at 193.62 K, the peak of the 10 ms window, is

$$\Delta G=0.30-2(0.01669)=0.267\ \text{eV}.$$

The excess of 0.133 eV has two parts: 0.100 eV from the capture barrier and 0.033 eV from $T\Delta S$. Two controls separate them. With $E_b=0$ and the other parameters held fixed, the fitted energy falls to 0.300 eV. With $\Delta S=0$ instead, it stays at 0.400 eV. Entropy leaves the slope alone but makes the depth at the measuring temperature differ from it.

### What emission data cannot tell

Writing out (4) for this trap and collecting the exponents gives

$$e=\left(\sigma_\infty e^{\Delta S/k}\right)vN_c\,e^{-\beta(\Delta H+E_b)}. \tag{6}$$

A second trap with no barrier, no entropy, a depth of 0.40 eV and a constant cross-section

$$\sigma_{\rm app}=\sigma_\infty e^{\Delta S/k}=10^{-15}\times e^2=7.39\times10^{-15}\ \text{cm}^2$$

has the same emission rate at every temperature. Better emission data of the same kind cannot distinguish the two. Extrapolating the emission rate along the Arrhenius line is nevertheless correct as long as $\Delta H$, $\Delta S$, $E_b$ and $\sigma_\infty$ stay constant.

The two traps differ in capture and in occupation. At 193.62 K the true cross-section is $2.5\times10^{-18}\ \text{cm}^2$, about 3000 times smaller than $\sigma_{\rm app}$. With $v=1.70\times10^7$ cm/s and $n=10^{15}\ \text{cm}^{-3}$, the capture time $1/\sigma vn$ is 23.6 µs, whereas the false reading predicts 8.0 ns. A 1 µs pulse would fill about 4% of the traps, although the false reading calls it ample.

At 300 K the true depth is 0.248 eV. Scaling $N_c=1.42\times10^{19}\ \text{cm}^{-3}$ from 193.62 K by $T^{3/2}$ gives $2.74\times10^{19}\ \text{cm}^{-3}$. From (2),

$$f=\frac{1}{1+(N_c/n)e^{-\beta\Delta G}}\simeq\frac{1}{1+1.85}=0.351.$$

With 0.40 eV in place of the true depth, the same expression gives 0.995. At this doping the false reading predicts a nearly full trap where about one third are filled.

### Recovering the missing information

The filling pulse supplies an independent measurement. For an initially empty trap at constant $n$, the solution of (1) is

$$f(t)=\frac{c}{c+e}\left[1-e^{-(c+e)t}\right].$$

Varying the pulse length therefore yields $c+e$. Here the simulated filling rates are $6.381\times10^4$ s$^{-1}$ at 206.38 K and $2.387\times10^4$ s$^{-1}$ at 177.81 K. Since $c/(vn)=\sigma$ and $v\propto T^{1/2}$, with $n$ held fixed,

$$E_b\simeq\frac{\ln(6.381/2.387)-\tfrac12\ln(206.38/177.81)}{9.035}
=\frac{0.9833-0.0745}{9.035}=0.1006\ \text{eV}.$$

The six-point fit gives 0.1005 eV. The excess of about 0.5 meV arises because the measured rate is $c+e$ and not $c$: at the hottest point $e/c$ is about 0.5%, and it falls on cooling. Subtraction gives $\Delta H=0.4000-0.1005=0.2995$ eV.

The depth itself needs no slope. Solving (4) for $\Delta G$ with $\sigma v=c/n$,

$$\Delta G=kT\ln\frac{cN_c}{ne}. \tag{7}$$

For the 10 ms window, with the filling rate $4.251\times10^4$ s$^{-1}$ used for $c$,

$$\Delta G=0.01669\,\ln\frac{(4.251\times10^4)(1.423\times10^{19})}{(10^{15})(69.31)}=0.267\ \text{eV},$$

which agrees with the input. Equation (7) requires capture and emission at the same temperature and assumes that the trap has the same properties during the pulse and in depletion. The density $n$ must also be known and uniform where the traps fill. In a real capacitor, traps in the thin tail of electrons at a depletion edge fill more slowly, and their part of the signal must be separated before a single filling rate is read off.

## The general statement and its proof

Define the activation energy of the cross-section, whether or not $\sigma$ follows an Arrhenius law, by

$$E_\sigma=-\frac{d\ln\sigma}{d\beta}.$$

For a single trap level obeying (4), with temperature-independent band masses,

$$\boxed{E_{\rm app}=\Delta H+E_\sigma=\Delta G+T\Delta S+E_\sigma.} \tag{8}$$

**Proof.** With constant masses, $v\propto T^{1/2}$ and $N_c\propto T^{3/2}$, so $vN_c=AT^2$ with constant $A$. Equation (4) then gives

$$\ln\frac{e}{T^2}=\ln A+\ln\sigma-\beta\Delta G.$$

Differentiate and change the sign:

$$E_{\rm app}=E_\sigma+\frac{d(\beta\Delta G)}{d\beta}
=E_\sigma+\Delta G+\beta\frac{d\Delta G}{d\beta}.$$

From $T=1/(k\beta)$ follows $dT/d\beta=-T/\beta$. Hence

$$\beta\frac{d\Delta G}{d\beta}=\beta(-\Delta S)\left(-\frac{T}{\beta}\right)=T\Delta S,$$

and $\Delta G+T\Delta S=\Delta H$. This proves (8). The proof does not require $\Delta H$ or $\Delta S$ to be constant; if they vary, (8) gives the local slope.

Several limits follow.

- If $\sigma=\sigma_\infty e^{-\beta E_b}$, then $E_\sigma=E_b$ and the barrier adds in full.
- If $\sigma$ is constant, the slope is $\Delta H$. It equals the depth at $T$ only if $T\Delta S=0$.
- If $\sigma\propto T^p$, then $\ln\sigma=-p\ln\beta+\text{constant}$ and $E_\sigma=pkT$. A cross-section that falls on heating has $p<0$ and lowers the apparent energy. For $p=-2$ at 193.62 K the change is $-33$ meV.
- The slope equals the depth whenever $E_\sigma+T\Delta S=0$. Both terms may vanish, or they may cancel at a particular temperature. Agreement at one temperature therefore does not prove that there is no barrier.

The factor $T^2$ also matters. If $\ln e$ is plotted instead of $\ln(e/T^2)$, the slope gains $-d\ln T^2/d\beta=2kT$. In the example the fitted value becomes 0.433 eV.

## Where the barrier comes from

Suppose that capture goes with a displacement of the surrounding atoms. Let $x=0$ be the equilibrium position for the empty trap and $x=1$ that for the filled trap. For equal curvatures the lattice energies are

$$U_0=E+\lambda x^2,\qquad U_1=\lambda(1-x)^2,$$

where $U_0$ includes the electron at the band edge, $E$ is the difference between the minima and $\lambda$ is the relaxation energy. At the crossing

$$E+\lambda x^2=\lambda-2\lambda x+\lambda x^2
\quad\Rightarrow\quad x_c=\frac{\lambda-E}{2\lambda}.$$

The climbs from the empty and filled minima are

$$B_{\rm cap}=\lambda x_c^2=\frac{(\lambda-E)^2}{4\lambda},\qquad
B_{\rm em}=\lambda(1-x_c)^2=\frac{(\lambda+E)^2}{4\lambda}.$$

Their difference is $4\lambda E/4\lambda=E$, so $B_{\rm em}=E+B_{\rm cap}$. For $E=0.30$ eV and $\lambda=0.90$ eV the climbs are 0.10 and 0.40 eV. If the atoms move classically, emission must reach the same crossing as capture, but it starts lower by $E$.

These heights are not yet measured slopes. Let the atoms move classically, let the electronic coupling be constant, and let the emitted electron have kinetic energy $\varepsilon$, with density of states proportional to $\sqrt\varepsilon$. The transition conserves energy at fixed $x$, so $\varepsilon=U_1-U_0=2\lambda(x_c-x)$. Eliminating $x$ gives

$$U_1=\frac{(\lambda+E+\varepsilon)^2}{4\lambda}=B_{\rm em}+s\varepsilon+\frac{\varepsilon^2}{4\lambda},\qquad s=\frac{\lambda+E}{2\lambda}.$$

The normalized probability of a position is proportional to $\beta^{1/2}e^{-\beta U_1}$. To leading order the last term of $U_1$ is dropped:

$$e\propto\beta^{1/2}e^{-\beta B_{\rm em}}\int_0^\infty\sqrt\varepsilon\,e^{-\beta s\varepsilon}d\varepsilon\propto\beta^{-1}e^{-\beta B_{\rm em}}.$$

Therefore $e/T^2\propto\beta e^{-\beta B_{\rm em}}$, and the slope is $B_{\rm em}-kT=0.383$ eV at 193.62 K. Integration with the full curve gives 0.3827 eV. Equation (8) still holds, but $E_\sigma$ is about 0.083 eV and not the drawn height of 0.10 eV.

### Quantum vibrations

Equation (8) survives when the vibrations are quantized. Let $w_j$ be the vibrational energies of the filled trap and $u_i$ those of the empty one. Each allowed transition conserves energy, $w_j=E+u_i+\varepsilon$, so

$$e^{-\beta w_j}=e^{-\beta E}e^{-\beta u_i}e^{-\beta\varepsilon}.$$

The left side weights emission and the last two factors weight capture. The squared matrix element is the same in both directions. Summing over all pairs, with $z_1=\sum_je^{-\beta w_j}$ and $z_0=\sum_ie^{-\beta u_i}$, gives

$$z_1e=e^{-\beta E}z_0N_c(\sigma v),$$

which is (4) with $\Delta G=E-kT\ln(z_0/z_1)$ for this mode, electronic degeneracy being omitted.

A numerical test summed emission and capture separately for a mode of 30 meV in the empty trap and 36 meV in the filled trap, with the crossing again 0.10 eV above the empty minimum. At 193.62 K it gave $\Delta H=0.2982$ eV, $E_\sigma=0.0532$ eV and an emission slope of 0.3514 eV, in agreement with (8). Classical motion on the same energy curves gives 0.3828 eV. With both quanta halved and the curves unchanged, the quantum slope is 0.3719 eV, closer to the classical one. Quantum motion of the atoms thus lowers the slope in this model. Of the 31 meV drop for the 30 and 36 meV modes, about 6 meV arises because the filled trap holds more vibrational energy than $kT$. About 25 meV arises because the emitting states have a lower mean energy than in classical motion, with some 40% of the emission starting from levels below the crossing. With a single mode the size of the drop also depends on how the discrete levels fall: quanta of 29 and 34.8 meV give 0.3545 eV and quanta of 31 and 37.2 meV give 0.3430 eV on the same curves. The energy to subtract from $E_{\rm app}$ is therefore the measured slope of $\sigma$, not a barrier height taken from a diagram.

## The example beside a real capacitor

The capture barrier of 0.10 eV is a model choice, not a measured value, and the trap has been placed in the silicon. For an oxide trap the depth also depends on the oxide field. Here that field is 0.118 MV/cm, which shifts a level 1 nm inside the oxide by about 12 meV relative to the silicon band edge.

For a band bending of 5 V the depletion width is 2.54 µm and the largest silicon field is 0.039 MV/cm. Four effects left out of the model have these sizes:

- **Coulomb lowering.** If the trap were donor-like, the escaping electron would leave a positive charge. The potential energy $-q^2/4\pi\epsilon r-qFr$, with $q$ the elementary charge, $F$ the field and $\epsilon$ the permittivity of silicon, has its maximum at $r=\sqrt{q/4\pi\epsilon F}$, lower than the zero-field edge by $q\sqrt{qF/\pi\epsilon}$. This holds along the field direction, and at the peak field it is 44 meV. Averaged over escape directions, with no lowering taken for escape against the force, emission rises by about a factor 4 and the slope changes by about $-30$ meV, so the assumption of a neutral empty trap is important.
- **Electron tunnelling.** An estimate from the thermally weighted density of states in a uniform field, using the light silicon mass and a transition strength independent of the electron's energy, raises emission by 5.7% at the peak field and changes the slope by $-2.8$ meV. These values hold for valleys with the light mass along the field; averaged over the six valleys, for a field along [100] or [111], they are about 4.2% and $-2.1$ meV. In a trap that relaxes as described above, the transition strength does vary with that energy, so these figures are a guide to size and not a correction to apply.
- **Unemptied edge.** Near the depletion edge the Fermi level still lies above the trap, so those traps stay mostly filled. The depletion approximation puts this width at 0.37 µm; with the electron tail included it is about 0.35 µm. This reduces the signal amplitude. Because the width changes with temperature and the edge traps relax at $c+e$, it also moves the peaks by about $-0.1$ K and raises the fitted slope by about 0.6 meV.
- **Interface states.** For $10^{10}\ \text{cm}^{-2}\,\text{eV}^{-1}$ and a trap density of $10^{13}\ \text{cm}^{-3}$, the interface charge emitted in the 10 ms window is about 21% of the bulk-trap charge. This compares charges, not capacitance signals. The example assumes that this background has been removed.

Degeneracy is negligible here, since $n/N_c=7\times10^{-5}$. The trap density is 1% of the doping, which supports the proportionality between capacitance and trapped charge. The remaining peak temperatures and filling rates are listed in the numerical output.

## Computed values

```
enthalpy H = 0.300 eV; entropy S = 2.0 k
capture barrier = 0.100 eV; sigma_inf = 1.0e-15 cm2
doping = 1.0e+15 cm^-3; band bending = 5.0 V
masses: density 1.061, conduction 0.258 m0
gate     2 ms: e =  346.57 1/s, peak 206.38 K, filling rate 6.381e+04 1/s
gate     5 ms: e =  138.63 1/s, peak 198.93 K, filling rate 5.061e+04 1/s
gate    10 ms: e =   69.31 1/s, peak 193.62 K, filling rate 4.251e+04 1/s
gate    20 ms: e =   34.66 1/s, peak 188.58 K, filling rate 3.572e+04 1/s
gate    50 ms: e =   13.86 1/s, peak 182.30 K, filling rate 2.840e+04 1/s
gate   100 ms: e =    6.93 1/s, peak 177.81 K, filling rate 2.387e+04 1/s
apparent energy from slope = 0.4000 eV
same without capture barrier = 0.3000 eV
same without entropy = 0.4000 eV
apparent cross-section = 7.389e-15 cm2
barrier from filling pulses = 0.1005 eV
enthalpy recovered = 0.2995 eV
middle window (10 ms): T = 193.62 K, kT = 0.01669 eV
v there = 1.701e+07 cm/s; Nc = 1.423e+19 cm^-3
true sigma there = 2.495e-18 cm2
depth G there: input 0.2666, from rates 0.2667 eV
capture time there: true 23.56 us, false reading 7.96 ns
depth G at 300 K = 0.2483 eV
occupation at 300 K: true 0.351, false 0.995
equal curves: relaxation = 0.900 eV, climb = 0.400 eV
equal curves: classical rate slope = 0.3827 eV
modes empty/filled 30/36 meV: H = 0.2982 eV
  E_sigma = 0.0532, emission slope = 0.3514, classical slope = 0.3828 eV
modes empty/filled 15/18 meV: H = 0.2995 eV
  E_sigma = 0.0724, emission slope = 0.3719, classical slope = 0.3828 eV
quantum/classical emission at 1200 K = 1.0113
slope if T^2 is omitted = 0.4329 eV
depletion width = 2.54 um; unemptied edge = 0.37 um
peak field: silicon 0.0393, oxide 0.1180 MV/cm
tunnelling gain at peak field = 1.0572
tunnelling shift of slope = -2.79 meV
Coulomb lowering if donor-like = 44.0 meV
degeneracy measure n/Nc = 7.03e-05
trap density = 1.0e+13 cm^-3; trap/doping = 0.010
interface-state density = 1.0e+10 cm^-2 eV^-1
interface/bulk charge in window = 0.213
```
